# Why Neutral-Atom Dispersion Coefficients Can Overbind Complexes of Electropositive Metals

**Q.** I model the volatility of gallium precursors with a density functional plus a pairwise dispersion correction. The correction uses a coefficient for the free, neutral metal atom. Why should the charge of the metal matter to a force between neutral molecules?

**A.** Because the dispersion force depends on how readily the electrons on each fragment are displaced, and a metal that has given electrons to its ligands no longer holds the ones most easily displaced.

Take two fragments, the metal A and a neighbouring closed-shell group B, separated by $R$ along $z$. I assume negligible overlap, no retardation and no permanent dipoles; the effect of the metal's charge is treated separately below. In atomic units the interaction of their fluctuating dipoles is

$$H'=\frac{xx'+yy'-2zz'}{R^3},$$

where primed coordinates belong to B and each is summed over the fragment's electrons. Its first-order energy vanishes. In second order, both fragments are excited together:

$$E=-\sum_{n,m}\frac{|\langle n m|H'|00\rangle|^2}{\omega_n+\omega_m}.$$

Here $\omega_n$ and $\omega_m$ are excitation energies of A and B. Cross terms such as $xx'$ with $yy'$ cancel when summed over the degenerate excited states of an isotropic B. The squares have weights $1+1+4=6$. Let $D_n$ be the squared transition dipole along one axis, averaged over the orientations of A, and $D_m$ that of B. Then

$$E=-\frac{C_6}{R^6},\qquad C_6=6\sum_{n,m}\frac{D_nD_m}{\omega_n+\omega_m}.$$

**Q.** How does polarisability enter?

**A.** A static field $F$ shifts the energy of A by $-F^2\sum_n D_n/\omega_n$ in second order. The polarisability $\alpha$ is defined by the shift $-\tfrac12\alpha F^2$, so

$$\alpha=\sum_n a_n,\qquad a_n=\frac{2D_n}{\omega_n}.$$

Each $a_n$ is one transition's share of the polarisability. Substituting $D_n=a_n\omega_n/2$, and likewise for B, turns the factor 6 into $6/4$:

$$C_6=\frac32\sum_{n,m}a_na_m\frac{\omega_n\omega_m}{\omega_n+\omega_m}.$$

Now represent the neighbour by a single transition energy $\omega_L$ carrying its whole polarisability $\alpha_L$. The sum over $m$ has one term:

$$C_6=\frac32\,\alpha_L\omega_L\sum_n a_n\frac{\omega_n}{\omega_n+\omega_L}.$$

With polarisabilities as volumes in Å³ and energies in eV, this gives $C_6$ in eV Å⁶ directly. Every $a_n$ is non-negative for a fragment in its ground state, so losing strong transitions lowers $C_6$ unless others grow to replace them.

**Q.** Why are the valence electrons of a metal so important? Gallium has 31 electrons and gives up at most three.

**A.** The number of electrons matters less than how far they extend and how weakly they are held. One electron in an s-type ground state shows this cleanly. Define the oscillator strength $f_n=2\omega_nD_n$. With $H$ the electron's Hamiltonian, $[H,z]=-ip_z$, and therefore $[z,[H,z]]=1$. Inserting a complete set of states into the expectation value of this double commutator gives

$$\sum_n 2\omega_nD_n=\sum_n f_n=1.$$

Completeness alone, with $\langle z\rangle=0$, gives

$$\sum_n\frac{f_n}{\omega_n}=2\sum_nD_n=2\langle z^2\rangle,$$

while $\alpha=\sum_n f_n/\omega_n^2$. Write $f_n/\omega_n$ as the product of $\sqrt{f_n}$ and $\sqrt{f_n}/\omega_n$. The Cauchy–Schwarz inequality then yields

$$\big(2\langle z^2\rangle\big)^2\le\Big(\sum_nf_n\Big)\Big(\sum_n\frac{f_n}{\omega_n^2}\Big)=\alpha.$$

For an upper limit, no dipole transition has an energy below the first, $\omega_1$, so $f_n/\omega_n^2\le f_n/(\omega_n\omega_1)$. Together,

$$4\langle z^2\rangle^2\le\alpha\le\frac{2\langle z^2\rangle}{\omega_1}.$$

A diffuse electron must have a large polarisability. A compact electron with a large first gap must have a small one.

**Q.** How strong is the effect of size?

**A.** Consider an electron in the potential $-1/r+b\,e^{-r}/r$, where $b$ sets the strength of a short-range repulsion that pushes it outwards. I solved the radial equations on a finite-difference grid. For $b=0$, which is hydrogen, $\langle z^2\rangle=1.00\,a_0^2$ and $\alpha=4.50\,a_0^3$, with $a_0$ the Bohr radius. The bounds are 4.00 and 5.33 $a_0^3$. For $b=2$, $\langle z^2\rangle$ rises to $5.82\,a_0^2$ and $\alpha$ to $137.4\,a_0^3$, between bounds of 135.5 and 139.3 $a_0^3$. A nearly sixfold increase in mean square extent raises the polarisability about thirtyfold.

This is a guide to gallium, not a bound on it. A gallium 4s electron lies above occupied core orbitals, so the one-electron ground-state argument does not carry over unchanged. Gallium needs its own calculation.

**Q.** What does that calculation give?

**A.** I treated free Ga, Ga⁺, Ga²⁺ and Ga³⁺ by unrestricted Hartree–Fock theory. Their transitions came from coupled linear response, in which the change of each orbital alters the mean field felt by the others. The basis was def2-TZVP with added diffuse functions and a replaced set of f functions; the 1s, 2s and 2p electrons were not allowed to respond. Relativity and spin–orbit coupling are absent, as is correlation beyond this mean-field treatment.

Neutral gallium has one p electron, and its polarisability is 11.86 Å³ along the p axis and 6.93 Å³ across it. The orientational average is

$$\frac{11.86+2(6.93)}{3}=8.57\ \text{Å}^3.$$

For the neighbour I take round values of the rough size of a small alkyl group, $\alpha_L=2$ Å³ and $\omega_L=15$ eV. The formula for $C_6$ then gives:

| Species | $\alpha$ (Å³) | $C_6$ (eV Å⁶) |
|---|---:|---:|
| Ga | 8.57 | 108.1 |
| Ga⁺ | 3.33 | 55.5 |
| Ga²⁺ | 1.91 | 32.2 |
| Ga³⁺ | 0.172 | 6.2 |

Removing all three valence electrons leaves 2.0% of the neutral polarisability and 5.7% of the neutral $C_6$.

The last digits depend on the basis. A larger basis with all electrons responding moves $\alpha$ and $C_6$ by under 1% for Ga, Ga⁺ and Ga²⁺ (neutral: 8.53 Å³, 107.7 eV Å⁶) and raises them by 2–3% for Ga³⁺ (0.177 Å³, 6.3 eV Å⁶). The quantities derived below shift similarly: 0.201 Å³ becomes 0.207 Å³, 31.8 eV becomes 31.6 eV, and 13.3 meV becomes 13.2 meV.

**Q.** Could the collapse come from the remaining core tightening, and not from the missing electrons?

**A.** The two causes can be separated. Keep the orbitals of the neutral atom, but forbid its 4s and 4p electrons to respond. The polarisability falls from 8.57 to 0.201 Å³ before any core orbital has changed. Going from there to the real Ga³⁺ ion lowers it only to 0.172 Å³. That last step includes core contraction and the opening of orbitals that the valence electrons had occupied. Nearly all of the collapse is therefore the loss of the valence response.

The energies agree with this picture. The first dipole transition of Ga³⁺ lies at 31.8 eV in this calculation, and transitions below that energy supply 98% of the neutral atom's polarisability.

**Q.** Why does $C_6$ fall less than the polarisability?

**A.** In $C_6$ each contribution $a_n$ carries the weight $\omega_n/(\omega_n+\omega_L)$, which rises with $\omega_n$. The average weight is

$$W=\frac{C_6}{\tfrac32\alpha_L\omega_L\,\alpha}.$$

The prefactor is $1.5\times2\times15=45$ eV Å³. For the neutral atom $W=108.1/(45\times8.57)=0.28$; for Ga³⁺ it is $6.17/(45\times0.172)=0.80$. The soft valence electrons are less effective in dispersion than their static polarisability suggests, because they respond poorly at the frequencies of a stiff neighbour.

Two limits make this plain. If $\omega_L$ is far below all the metal's important transitions, every weight tends to one and $C_6\to\tfrac32\alpha_L\omega_L\alpha$, so $C_6$ falls in proportion to $\alpha$. If $\omega_L$ is far above them, the weight tends to $\omega_n/\omega_L$ and

$$C_6\to\frac32\alpha_L\sum_na_n\omega_n=3\alpha_L\sum_nD_n.$$

Then $C_6$ follows the mean square dipole fluctuation, which is less sensitive to soft transitions than $\alpha$ is.

**Q.** How does a fixed neutral coefficient turn into a binding error?

**A.** A pairwise correction must be damped at short range. I use

$$E_{\rm disp}=-C_6\,g(R),\qquad g(R)=\frac{1}{R^6+R_0^6}.$$

Let $q$ be the charge of the metal. The correction contributes $-C_6(0)g$ where the metal's actual dispersion is $-C_6(q)g$. With $R_0$ held fixed, the spurious attraction per contact is

$$\Delta E=\big[C_6(0)-C_6(q)\big]g(R).$$

It is positive when $C_6(q)<C_6(0)$ and vanishes as $q\to0$.

For the geometry, imagine a planar precursor with three ligands around gallium. Each open face of the metal has one neighbouring group at $R=4$ Å, and $R_0=3$ Å. Then

$$g=\frac{1}{4096+729}=2.07\times10^{-4}\ \text{Å}^{-6}.$$

**Q.** The gallium in my precursor is not a bare Ga³⁺ ion. Which charge should I use?

**A.** There is no unique charge on an atom in a covalent molecule. For an intermediate case I take $q=1.5$ and represent the metal by an equal mixture of Ga⁺ and Ga²⁺. This is an assumption. It gives

$$C_6(1.5)=\frac{55.49+32.18}{2}=43.8\ \text{eV Å}^6,$$

$$\Delta E=(108.06-43.84)(2.0725\times10^{-4})\ \text{eV}=13.3\ \text{meV}.$$

The neutral coefficient supplies 22.4 meV per contact, so more than half of it is spurious in this model. For integer charges +1, +2 and +3 the excess is 10.9, 15.7 and 21.1 meV. About half of the full error thus appears with the first electron removed.

**Q.** Those are small energies. Would they matter to a vapour pressure?

**A.** They can, because vapour pressure depends exponentially on the energy needed to remove a molecule from the condensed phase. Each molecule has one metal and two such contacts. Counting every contact with the metal that makes it avoids double counting, so the excess cohesion per molecule is $2\Delta E=26.6$ meV, or 2.6 kJ/mol.

At $T=330$ K, $kT=28.4$ meV. If the entropy and all other energies are held fixed, and any error in the ligands' own coefficients is left out, the predicted vapour pressure is too low by the factor

$$\exp\!\left(\frac{2\Delta E}{kT}\right)=\exp\!\left(\frac{26.6}{28.4}\right)\approx2.5.$$

The Ga³⁺ limit gives 42.2 meV, or 4.1 kJ/mol, and a factor of about 4.4.

**Q.** The electrons have not disappeared. They are on the ligands. Do they not restore the attraction there?

**A.** They restore some of it, which is why the neutral coefficient *can* overbind but need not. If the correction also keeps neutral coefficients for the ligands, it misses their gain in polarisability. The two errors have opposite signs.

A first estimate of the break-even gain follows from the same geometry, with the neighbour left unchanged. The ligands lie $d=2$ Å from the metal, in the molecular plane, so each is $\sqrt{4^2+2^2}=4.47$ Å from the neighbour. There $g_L=1/(8000+729)$ Å⁻⁶. Suppose each ligand gains polarisability $\delta$ at the transition energy $\omega_L$. The weight is then one half, and each ligand gains $C_6=\tfrac34\alpha_L\omega_L\delta$. Equating the gain of three ligands to the metal's loss gives

$$\delta=\frac{[C_6(0)-C_6(1.5)]\,g}{3\,g_L\left(\tfrac34\alpha_L\omega_L\right)}
=\frac{64.2\times(8729/4825)}{3\times22.5}=1.7\ \text{Å}^3.$$

If each ligand starts with the same 2 Å³ as the neighbour, that is an increase of 86%.

In the condensed precursor, however, the neighbour is a ligand of another molecule and gains polarisability too. That strengthens its attraction to the metal and to all three ligands. With $\delta$ in Å³ and every ligand, including the neighbour, going from 2 to $2+\delta$, the balance becomes

$$\left[C_6(0)-C_6(1.5)\left(1+\frac{\delta}{2}\right)\right]g=3g_L\left(\tfrac34\omega_L\right)\left[(2+\delta)^2-4\right],$$

which gives $\delta=0.60$ Å³, an increase of only 30%. For these contacts, a smaller gain leaves a net overbinding and a larger one reverses the sign. Contacts between ligands elsewhere in the solid or liquid are left out; their missing attraction would lower the threshold further. If the added response lies below $\omega_L$, its weight is less than one half and a larger $\delta$ is needed. I have not calculated the gain for a real ligand. A diffuse anionic ligand could have a large one, by the same argument that made the neutral metal polarisable.

**Q.** A charged metal should also polarise its neighbours. Could that extra attraction justify the neutral coefficient?

**A.** No. That attraction is induction, the response to a static field. The underlying electronic-structure calculation already contains it, within the accuracy of its functional. Adding false dispersion to imitate it would count it twice.

Its size shows why the ligand charges must be included. A group in a field $F$ gains the energy $\tfrac12\alpha_LF^2$. A bare charge $q$ gives $F=q/R^2$; with $q=1.5$ the gain is 127 meV per contact. Now put a charge $-q/3$ on each ligand. The sideways fields cancel by threefold symmetry, and the axial parts add:

$$F=q\left[\frac{1}{R^2}-\frac{R}{(R^2+d^2)^{3/2}}\right].$$

The bracket falls from 0.0625 to $0.0625-0.0447=0.0178$ Å⁻². The energy varies as its square and drops to 10 meV. This is comparable with the dispersion error, but it is a different term with a different dependence on distance and charge.

**Q.** Can I repair the coefficient by scaling it with the volume of the atom in the molecule?

**A.** That captures much of the trend, with an error that depends on charge. As a measure of volume I integrated $r^3$ times the electron density of each free species. Relative to the neutral atom, the volumes of Ga⁺, Ga²⁺ and Ga³⁺ are 0.41, 0.22 and 0.10. The polarisability ratios are 0.39, 0.22 and 0.020. Linear scaling of $\alpha$ is thus close for the first two ions, but five times too large for Ga³⁺.

If the metal's transition energies are also held at their neutral values, $C_6$ scales by the same volume ratio. The computed $C_6$ ratios are 0.51, 0.30 and 0.057. Scaling therefore makes $C_6$ too small by about 19% for Ga⁺ and 25% for Ga²⁺, since it misses the rise in transition energies. For Ga³⁺ it is too large by a factor of 1.8. A correction that adapts both polarisability and transition energy to the charge addresses the cause more directly.

**Q.** How closely does your example resemble a real precursor, and what would move the answer most?

**A.** Trimethylgallium is a planar three-ligand molecule with Ga–C bonds of roughly 2 Å, so the bond length is realistic. The contacts at 4 Å are a rough choice, not a determined packing. The temperature of 330 K suits a less volatile precursor; trimethylgallium is normally handled cooler. The assumption real molecules break most plainly is that the metal is a free ion or a mixture of free ions, since its remaining valence electrons take part in bonds. Moving the charge from +1 to +3 changes the excess cohesion from 22 to 42 meV per molecule. Distance matters as much: at 3.5 Å, with $q=1.5$ and $R_0$ unchanged, $R^6+R_0^6$ is 2567 Å⁶ and the excess per contact rises from 13 to 25 meV.

**Q.** And the damping and the electronic-structure method?

**A.** With no damping for either species, the excess per contact at $q=1.5$ is $64.2/4096$ eV, or 15.7 meV. A smaller ion might also deserve less damping than the neutral atom. In the extreme case where the ion's term is undamped and the neutral term is not, the excess is $22.4-10.7=11.7$ meV. The sign survives both changes.

To judge the method, I applied a small static field and divided the induced dipole by it. Along the p axis of neutral gallium, Hartree–Fock gives 11.9 Å³ and the PBE0 functional 12.8 Å³. For Ga³⁺ they give 0.172 and 0.194 Å³. The values shift by 8% and 13% relative to Hartree–Fock, which is small beside the collapse. This compares two approximations; it does not bound their error or fix its sign, and it does not cover Ga⁺ and Ga²⁺, which set the $q=1.5$ result. For Ga⁺, correlating the two 4s electrons fully with the core frozen goes the other way, lowering their polarisability by about 6% and their $C_6$ by about 4%.

The $R^{-6}$ term is also incomplete at 4 Å. For Ga⁺, replacing the metal's dipole fluctuations by its quadrupole fluctuations gives an $R^{-8}$ energy equal to 25% of the undamped $R^{-6}$ energy, from the same kind of response calculation. I did not calculate this term for the neutral atom, so I cannot say how it changes the difference.

**Q.** What would convince me that this is the fault in my own calculation?

**A.** Hold the geometry and functional fixed, and replace the neutral coefficients of both metal and ligands by charge-dependent ones. Changing only the metal would omit the compensation on the ligands. If the binding weakens, the neutral set was adding attraction relative to the adapted set. Whether the original total was overbound is a further question: a functional that binds too weakly by itself can hide the excess, and one that binds too strongly can add to it. That needs a reliable interaction energy for the same complex.

Other metals need their own calculations. Where the valence electrons are more diffuse than gallium's, the one-electron argument suggests, but does not prove, a larger loss per electron removed. How much of that loss reaches the binding energy still depends on the charge actually transferred, the exposure of the metal, and the ligands' gain.
